# Inverse Five-Halves Attraction Between Metallic Sheets from Coupled Plasmons

## 1. Two oscillators

Take two equal oscillators of frequency \(\omega_0\), coupled so that their normal frequencies obey \(\omega_\pm^2=\omega_0^2\pm\kappa\). Hartree atomic units are used (\(\hbar=e=m_e=1\)), so each mode has zero-point energy \(\omega/2\). The coupling changes the total by

\[
\Delta E=\tfrac12\left(\sqrt{\omega_0^2+\kappa}+\sqrt{\omega_0^2-\kappa}-2\omega_0\right).
\]

Put \(y=\kappa/\omega_0^2\) and expand \(\sqrt{1\pm y}=1\pm y/2-y^2/8\pm\dots\). The linear terms cancel, and for small \(y\)

\[
\Delta E\simeq\frac{\omega_0}{2}\left(-\frac{y^2}{4}\right)=-\frac{\kappa^2}{8\omega_0^3}. \tag{1}
\]

This can be read in two ways. If \(\omega_0\) is fixed by a local spring and \(\kappa\) is a dipole coupling proportional to \(R^{-3}\), the energy falls as \(R^{-6}\). If instead \(\omega_0^2\) weakens in proportion to \(\kappa\), then \(y\) is constant and the energy falls only as \(\omega_0\propto\sqrt\kappa\). Atoms with bound electrons are the first case. Charge waves in metallic sheets are the second, because their restoring force is itself Coulombic and weakens with wavelength.

## 2. Coupled plasmons

Two identical, infinitely thin sheets lie a distance \(d\) apart in vacuum. Each has \(n\) mobile charges per area, of mass \(m\), on a fixed neutralizing background. For now there is no damping, temperature or retardation, and the Fermi pressure of the carriers is neglected.

Let one sheet at \(z=0\) carry a density wave \(\delta n\,e^{i\mathbf q\cdot\mathbf r}\). Its potential obeys

\[
\phi''-q^2\phi=-4\pi\,\delta n\,\delta(z).
\]

Away from the sheet the decaying solution is \(\phi=\phi_0e^{-q|z|}\). Its slope jumps by \(-2q\phi_0\) at \(z=0\), and the source requires a jump of \(-4\pi\delta n\). Hence \(\phi_0=2\pi\delta n/q\). The potential on sheet 1 is therefore

\[
\phi_1=\frac{2\pi}{q}\left(\delta n_1+e^{-qd}\delta n_2\right),
\]

and \(\phi_2\) follows by exchanging the labels.

To first order, continuity and Newton's law read \(\partial_t\delta n_j=-n\nabla\cdot\mathbf v_j\) and \(m\,\partial_t\mathbf v_j=-\nabla\phi_j\). Differentiating the first and inserting the second gives

\[
\partial_t^2\delta n_j=\frac nm\nabla^2\phi_j=-\frac{nq^2}{m}\phi_j .
\]

Adding and subtracting the equations for the two sheets separates the modes \(\delta n_1=\pm\delta n_2\):

\[
\omega_\pm^2=\omega_1^2\left(1\pm e^{-qd}\right),\qquad
\omega_1^2=\frac{2\pi nq}{m}. \tag{2}
\]

Here \(\omega_1\) belongs to one isolated sheet. For \(qd\ll1\) the in-phase mode feels twice the density, \(\omega_+^2\simeq4\pi nq/m\). In the other mode the two charges nearly cancel, and \(\omega_-\simeq q\sqrt{2\pi nd/m}\), which is sound-like. Neglecting Fermi motion requires this speed to exceed the Fermi velocity \(v_F=\sqrt{2\pi n}/m\) (two spins, one valley). The ratio of the speeds is \(\sqrt{md}\), so the condition is \(md\gg1\) in atomic units.

## 3. The five-halves law

Subtract the zero-point energy of the separated sheets and sum over wavevectors. Per area, \(\sum_{\mathbf q}\) becomes \(\int d^2q/(2\pi)^2=\int q\,dq/(2\pi)\), so

\[
\frac EA=\frac1{4\pi}\int_0^\infty q\,dq\,
(\omega_++\omega_--2\omega_1).
\]

Insert (2) and define \(B(x)=\sqrt{1+e^{-x}}+\sqrt{1-e^{-x}}-2\):

\[
\frac EA=\frac{1}{4\pi}\sqrt{\frac{2\pi n}{m}}
\int_0^\infty q^{3/2}B(qd)\,dq .
\]

With \(q=x/d\), the factor \(q^{3/2}dq\) supplies \(d^{-5/2}\). Since \(\sqrt{2\pi}/(4\pi)=1/\sqrt{8\pi}\),

\[
\boxed{\frac EA=-K\sqrt{\frac nm}\;d^{-5/2}},\qquad
K=-\frac1{\sqrt{8\pi}}\int_0^\infty x^{3/2}B(x)\,dx. \tag{3}
\]

The square root is concave, so \(B<0\): the energy is negative and the sheets attract. The integral converges, because \(B\to\sqrt2-2\) at small \(x\) and \(B\simeq-e^{-2x}/4\) at large \(x\). The important waves have \(q\) of order \(1/d\). The power can be counted directly: there are about \(d^{-2}\) such waves per area, and each contributes an energy of order \(\omega_1\propto d^{-1/2}\).

To evaluate \(K\), expand both square roots in \(e^{-x}\). Odd powers cancel and even powers double:

\[
B(x)=2\sum_{k=1}^\infty\binom{1/2}{2k}e^{-2kx}.
\]

All terms are negative, so the sum may be integrated term by term. With \(\int_0^\infty x^{3/2}e^{-2kx}dx=\Gamma(5/2)/(2k)^{5/2}\),

\[
K=-\frac{\Gamma(5/2)}{\sqrt{2\pi}}\sum_{k=1}^\infty
\binom{1/2}{2k}\frac1{(2k)^{5/2}}=0.012562 .
\]

The number comes from summing 400 terms. The first uses \(\binom{1/2}{2}=-1/8\) and \(\Gamma(5/2)=3\sqrt\pi/4\), and equals \(3/256\), which is 93.3 % of \(K\). It is the term of second order in the coupling between sheets, the analogue of (1).

The attractive pressure is the derivative of the energy:

\[
P=\frac{d}{dd}\frac EA=\frac52K\sqrt{\frac nm}\,d^{-7/2}
=\frac52\,\frac{|E/A|}{d}. \tag{4}
\]

## 4. The sum over pairs

A pair sum needs a finite interaction coefficient for each pair. To obtain one, bind every charge to its own site by an in-plane spring of frequency \(\omega_0\). Two charges in different sheets are separated by \(\mathbf R=(\boldsymbol\rho,d)\), with in-plane displacements \(\mathbf s_1,\mathbf s_2\). Their dipole energy is \(-\mathbf s_1\cdot T\mathbf s_2\), where

\[
T_{ij}=\frac{3R_iR_j-R^2\delta_{ij}}{R^5}
\]

is restricted to in-plane components. Along \(\boldsymbol\rho\) its eigenvalue is \((3\rho^2-R^2)/R^5=(2\rho^2-d^2)/R^5\); across \(\boldsymbol\rho\) it is \(-1/R^3\). An eigenvalue \(t\) gives \(\omega^2=\omega_0^2\pm t/m\). By (1), with \(\kappa=t/m\), the pair energy is

\[
E_{12}=-\frac{\operatorname{Tr}T^2}{8m^2\omega_0^3}.
\]

This falls as \(R^{-6}\), with a dependence on direction. To sum it over a sheet, use \(w=R^2=\rho^2+d^2\), so that \(2\pi\rho\,d\rho=\pi\,dw\) and \(2\rho^2-d^2=2w-3d^2\):

\[
\int d^2\rho\operatorname{Tr}T^2
=\pi\int_{d^2}^\infty\frac{(2w-3d^2)^2+w^2}{w^5}\,dw
=\pi\int_{d^2}^\infty\frac{5w^2-12d^2w+9d^4}{w^5}\,dw .
\]

The three terms integrate to \(5/2\), \(-4\) and \(9/4\), each divided by \(d^4\). Their sum is \(3/(4d^4)\). There are \(n\) charges per area in each sheet, hence

\[
\frac{E_{\rm pair}}A=-\frac{3\pi}{32}\,
\frac{(n/m)^2}{\omega_0^3d^4}. \tag{5}
\]

An isotropic interaction \(-C_6/R^6\) gives the same power: \(-n^2C_6\,\pi\int_{d^2}^\infty w^{-3}dw=-\pi n^2C_6/(2d^4)\). No finite \(C_6\) can turn \(d^{-4}\) into \(d^{-5/2}\). Nor does (5) approach (3) when the charges are freed: as \(\omega_0\to0\) it diverges. A free carrier has no finite pair coefficient.

## 5. What the pair sum leaves out

Keep the springs, but now include the Coulomb forces within each sheet as well. The spring adds \(-\omega_0^2\delta n_j\) to the equation for \(\partial_t^2\delta n_j\), so

\[
\omega_\pm^2=\omega_0^2+\frac{2\pi nq}{m}\left(1\pm e^{-qd}\right). \tag{6}
\]

At the important wavenumber \(q\sim1/d\), the spring and Coulomb terms are equal at

\[
d_c=\frac{2\pi n}{m\omega_0^2}.
\]

For \(d\gg d_c\) the spring dominates. Each wave is then a pair of oscillators of nearly fixed frequency \(\omega_0\), with \(\kappa=(2\pi nq/m)e^{-qd}\). Equation (1) gives

\[
\frac EA\simeq-\frac1{2\pi}\int_0^\infty q\,dq\,
\frac{(2\pi n/m)^2q^2e^{-2qd}}{8\omega_0^3}
=-\frac{\pi}{4}\frac{(n/m)^2}{\omega_0^3}\int_0^\infty q^3e^{-2qd}dq .
\]

The last integral is \(6/(2d)^4=3/(8d^4)\), which reproduces (5). For smooth sheets of bound charges, the pair sum is thus correct at distances large compared with \(d_c\) but still small compared with \(c/\omega_0\), where retardation can be neglected. In a lattice, near neighbours in the same sheet also shift \(\omega_0^2\) by an amount of order \(n^{3/2}/m\), which does not fade with \(d\); the frequency in (5) must then be the shifted one. For \(d\ll d_c\) the spring is negligible, (6) becomes (2), and the five-halves law returns.

Numerical quadrature of the energy from (6) shows the passage between the laws. The local power is \(-d\ln|E|/d\ln d\), taken from distances 2 % to either side.

- At \(d=0.001\,d_c\) the power is 2.503, and the pair sum is \(4.7\times10^4\) times the full energy.
- At \(d=d_c\) the power is 3.15, and the pair sum is 4.3 times the full energy.
- At \(d=1000\,d_c\) the power is 3.997, and the ratio is 1.003.

With the coefficient of these same weakly bound charges, the pair sum therefore overestimates the attraction at short distance. If its coefficient describes the tightly bound electrons of a metal alone, it can underestimate it, as Section 6 shows.

The missing ingredient is the collective Coulomb force inside each sheet. It sets the frequency \(\omega_1\propto\sqrt q\) against which the coupling between sheets must be compared. In (2) that comparison gives \(y=e^{-qd}\), which is of order one for \(q\sim1/d\) at every distance. If the in-sheet force were dropped from free carriers, (2) would become \(\omega_\pm^2=\pm(2\pi nq/m)e^{-qd}\). One mode would be unstable and there would be no zero-point energy to calculate.

High orders in the coupling between sheets are not the main omission: second order already gives 93.3 % of \(K\), provided the in-sheet force is kept. The useful pairs are pairs of waves, one in each sheet, rather than pairs of atoms.

## 6. Two telluride monolayers

Consider two suspended metallic monolayers 30 nm apart, with \(n=8.0\times10^{14}\) cm\(^{-2}\) and \(m=1\). In atomic units \(n=0.02240\) and \(d=566.92\). At \(q=1/d\), equation (2) gives \(\omega_1=\sqrt{2\pi n/d}\), or 0.429 eV. The factors \(\sqrt{1\pm e^{-1}}\) split this into 0.502 and 0.341 eV. The energy is

\[
\frac EA=-\frac{0.012562\sqrt{0.02240}}{(566.92)^{5/2}}
=-2.457\times10^{-10}\ \text{hartree/bohr}^2,
\]

which is \(-383\) nJ/m\(^2\). The pressure is \(2.5\times383\ \text{nJ/m}^2/30\ \text{nm}=31.9\) Pa.

For comparison, sum pairs over the bound electrons alone. Let the layer have thickness \(t=0.7\) nm, bound-electron permittivity \(\varepsilon_b=10\) and resonance \(\omega_b=3.0\) eV. Its polarizability per area is \(\alpha_b=t(\varepsilon_b-1)/4\pi=0.501\) nm. In (5), \((n/m)/\omega_0^2\) is the static polarizability per area, so

\[
\frac{E_{\rm pair}}A=-\frac{3\pi}{32}\frac{\alpha_b^2\omega_b}{d^4}
=-43.9\ \text{nJ/m}^2 .
\]

This counts in-plane motion only, as (5) does. Motion of the bound electrons across the layer would add about a third for a slab of this permittivity, whose response across is weaker; if the response were equal in all directions, the total would be four times as large. The plasmon energy is 8.7 times this in-plane pair energy. The ratio grows as \(d^{3/2}\), so the two expressions are equal at \(30/8.71^{2/3}=7.1\) nm. This is a crossing of formulas, not of the actual energies: for the bound electrons \(d_c=2\pi\alpha_b=3.15\) nm, and at 7.1 nm the pair sum exceeds their full in-plane energy from (6) by a factor of 2.4.

## 7. Corrections

Real sheets need a form of the energy that accepts other responses. The starting point is

\[
\frac{a-b}2=\frac1{2\pi}\int_0^\infty du\,
\ln\frac{u^2+a^2}{u^2+b^2}.
\]

Both sides vanish at \(a=b\), and their derivatives with respect to \(a\) are both \(1/2\). Apply this to (2):

\[
\frac{(u^2+\omega_+^2)(u^2+\omega_-^2)}{(u^2+\omega_1^2)^2}
=1-\left(\frac{\omega_1^2e^{-qd}}{u^2+\omega_1^2}\right)^2
=1-r^2e^{-2qd},
\]

\[
r=\frac{2\pi q\alpha}{1+2\pi q\alpha},\qquad \alpha=\frac n{mu^2}.
\]

Here \(\alpha\) is the sheet's polarizability per area at imaginary frequency \(iu\). Further oscillators inside the sheets, including those that represent a heat bath, change \(\alpha\) but leave the logarithm in this form. The following replacements size the neglected effects, one at a time, at 30 nm. The integrals were done by Gauss–Legendre quadrature, except for the anisotropic mass, where the modes in a large box were summed. Percentages are relative to the ideal attraction.

**Scattering.** A drag \(-m\gamma\mathbf v\) gives \(\alpha=n/[mu(u+\gamma)]\). With \(\gamma=0.10\) eV the attraction falls by 14.6 %.

**Bound electrons.** Adding \(\alpha_b/(1+u^2/\omega_b^2)\) to the free response raises it by 15.5 %. Adding the separate pair energy would give 11.5 %; the contributions are not additive, because \(r\) depends on the total \(\alpha\) and enters squared.

**Thickness.** Replace each sheet by an isotropic slab of permittivity \(1+4\pi\alpha/t\), matching the potential and normal displacement at both faces. With the centres held 30 nm apart, the attraction rises by 7.7 %. This is close to the effect of moving ideal sheets to the slab faces, \((30/29.3)^{5/2}=1.061\), but only because the isotropic slab lets the carriers polarize across the layer as well. If the slab responds in the plane only, with permittivity 1 across it, the rise is 2.0 %. The size of this correction thus depends on the response across the layer, which in a monolayer comes from bound electrons and not from the confined free carriers.

**Temperature.** The free energy of an oscillator is \(T\ln[2\sinh(\omega/2T)]\), with \(T\) in energy units. The product formula for \(\sinh\) turns \((1/2\pi)\int du\) into \(T\sum_j\) over \(u_j=2\pi jT\), with half weight for \(j=0\). At 300 K the change is +0.9 %.

**Fermi motion.** For a potential growing as \(e^{ut}\), the collisionless Boltzmann equation gives

\[
\alpha=\frac m{\pi q^2}\left\langle
\frac{(qv_F\cos\theta)^2}{u^2+(qv_F\cos\theta)^2}\right\rangle_\theta ,
\]

where \(m/\pi\) is the density of states. The change is \(-0.25\) %.

**Anisotropic mass.** The energy is proportional to the angular average of \((\cos^2\theta/m_x+\sin^2\theta/m_y)^{1/2}\). A mass ratio of 2, with the mean of \(1/m\) held fixed and the mass axes of the two sheets parallel, lowers the attraction by 0.7 %.

**Retardation.** Fields now decay with \(\kappa=\sqrt{q^2+u^2/c^2}\), which replaces \(q\) in the exponential. For magnetic field in the plane and normal to \(\mathbf q\), let the incident, reflected and transmitted amplitudes be \(1,r,\tau\). Continuity of the in-plane electric field requires \(1-r=\tau\). The sheet current makes the magnetic field jump, giving \(1+r-\tau=4\pi\kappa\alpha\tau\). Thus \(r=2\pi\kappa\alpha/(1+2\pi\kappa\alpha)\). For electric field in the plane and normal to \(\mathbf q\), the field is continuous and its slope jumps by \(4\pi u^2\alpha/c^2\) times its value. Hence \(r=-s/(1+s)\), with \(s=2\pi\alpha u^2/(c^2\kappa)\). Summing both logarithms changes the attraction by +0.04 %.

## 8. How far the law survives

A combined model includes scattering, bound electrons, retardation and 300 K, but not thickness. Its energy, ratio to (3) and local power are:

- 10 nm: \(-7600\) nJ/m\(^2\), 1.28, 2.71;
- 30 nm: \(-399\) nJ/m\(^2\), 1.04, 2.65;
- 100 nm: \(-18.0\) nJ/m\(^2\), 0.95, 2.48.

The omitted thickness matters most at 10 nm, where it would multiply the ideal attraction by 1.24 for the isotropic slab of Section 7 and by 1.07 for a slab with in-plane response only. The close agreement at 30 nm owes much to the opposite signs of the scattering and bound-electron corrections. The power near 2.5 at 100 nm does not mark a return to the ideal law either. At large distance the static term of the thermal sum takes over. There \(r=1\) for the first polarization and zero for the second, since \(\alpha u^2\to0\) with scattering. Expanding the logarithm gives

\[
\frac{E_0}A=\frac T{4\pi}\int_0^\infty q\,dq\ln(1-e^{-2qd})
=-\frac T{4\pi}\sum_{k=1}^\infty\frac1k\frac1{(2kd)^2}
=-\frac{T\zeta(3)}{16\pi d^2}.
\]

At 100 nm and \(T=0.0259\) eV this is \(-9.9\) nJ/m\(^2\), already more than half the total. The power is therefore on its way down to 2.

The parameters are meant for the rough regime of a metallic telluride such as NbTe\(_2\), with about one carrier per metal atom. The mass, scattering energy and bound-electron data are round estimates, not measured values. A charge-density wave can remove carriers: halving \(n/m\) lowers the ideal attraction by 29 %. Device layers are usually supported or embedded rather than suspended. If a medium of constant permittivity \(\varepsilon\) fills all space, the Coulomb potential is divided by \(\varepsilon\), every plasmon frequency by \(\sqrt\varepsilon\), and so is the ideal energy (3); \(\varepsilon=4\) halves it. For free carriers with the scattering above and at 300 K, the factor is instead 0.52 at 30 nm and 0.66 at 100 nm, because the static thermal term does not depend on \(\varepsilon\). These estimates require \(\varepsilon\) to be constant over the plasmon frequencies, and a substrate on one side needs its own reflection coefficients.
